# Michelson contrast of a coherently imaged equal line-space grating: a program that tests the result

```python
"""Coherent in-focus image of a binary line-space grating, orders 0 and +-1.

Result under test: for equal lines and spaces the image intensity is
I(x) = 1/4 + 2/pi^2 + (2/pi) cos(t) + (2/pi^2) cos(2t), t = 2 pi x / p.
It has exact zeros, so the Michelson contrast (Imax-Imin)/(Imax+Imin) is 1.
The contrast is below 1 only if the clear fraction d of the period satisfies
sin(pi d)/(pi d) < 1/2 (with orders +-2 and higher blocked).
Symbols: p period in image coordinates, x = 0 centre of a clear space,
NA numerical aperture; intensity is relative to a fully clear mask.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

wavelength = 200.0  # nm
period = 400.0      # nm
aperture = 0.70


def mask_order(n, clear_fraction):
    """Fourier coefficient by quadrature over the clear opening."""
    half = clear_fraction * period / 2
    k = 2 * np.pi * n / period
    real = quad(lambda x: np.cos(k * x), -half, half)[0]
    imag = -quad(lambda x: np.sin(k * x), -half, half)[0]
    return (real + 1j * imag) / period


def passed_orders(clear_fraction):
    return {n: mask_order(n, clear_fraction) for n in range(-5, 6)
            if abs(n) * wavelength / period <= aperture}


def field(x, orders):
    return sum(a * np.exp(2j * np.pi * n * x / period)
               for n, a in orders.items())


def intensity(x, orders):
    return np.abs(field(x, orders)) ** 2


def image_extrema(orders):
    """Global maximum, global minimum and a position of the minimum."""
    grid = np.linspace(0, period, 4001)
    values = intensity(grid, orders)
    x0, step = grid[np.argmin(values)], grid[1] - grid[0]
    fit = minimize_scalar(lambda x: intensity(x, orders), method="bounded",
                          bounds=(x0 - step, x0 + step),
                          options={"xatol": 1e-9})
    return values.max(), fit.fun, fit.x


def michelson(high, low):
    return (high - low) / (high + low)


# Diffraction orders of the equal line-space mask
orders = passed_orders(0.5)
assert sorted(orders) == [-1, 0, 1]
assert abs(orders[0] - 0.5) < 1e-10
assert abs(orders[1] - 1 / np.pi) < 1e-10
assert abs(orders[-1] - 1 / np.pi) < 1e-10
second_order = abs(mask_order(2, 0.5))
assert second_order < 1e-10

# Whole profile: filtered sampled mask against the closed formula.
# The sampled mask has a relative order error of about 1/samples^2.
samples = 4096
x_s = (np.arange(samples) + 0.5) * period / samples
mask = ((x_s < period / 4) | (x_s > 3 * period / 4)).astype(float)
frequency = np.fft.fftfreq(samples, d=period / samples)
spectrum = np.fft.fft(mask) * (np.abs(frequency) * wavelength <= aperture)
profile = np.abs(np.fft.ifft(spectrum)) ** 2
t = 2 * np.pi * x_s / period
formula = (0.25 + 2 / np.pi**2 + 2 / np.pi * np.cos(t)
           + 2 / np.pi**2 * np.cos(2 * t))
profile_error = np.max(np.abs(profile - formula))
assert profile_error < 1e-6

# Extrema, zeros and contrast
i_max, i_min, x_zero = image_extrema(orders)
assert abs(i_max - (0.5 + 2 / np.pi) ** 2) < 1e-9
assert i_min < 1e-12
contrast = michelson(i_max, i_min)
assert abs(contrast - 1) < 1e-11
zero_offset = abs(x_zero - period / 2)
offset_formula = period * np.arccos(np.pi / 4) / (2 * np.pi)
assert abs(zero_offset - offset_formula) < 1e-4
signs = np.sign(field(x_s, orders).real)
zero_count = int(np.sum(signs[1:] != signs[:-1]))
assert zero_count == 2

# The line centre is a local maximum, not the minimum
i_line = intensity(period / 2, orders)
assert abs(i_line - (2 / np.pi - 0.5) ** 2) < 1e-9
assert i_line > intensity(period / 2 - 5, orders)
assert i_line > intensity(period / 2 + 5, orders)
centre_contrast = michelson(intensity(0.0, orders), i_line)
assert abs(centre_contrast - 8 * np.pi / (np.pi**2 + 16)) < 1e-9

# Log-slope at the nominal edge by central difference
edge, h = period / 4, 0.01
i_edge = intensity(edge, orders)
assert abs(i_edge - 0.25) < 1e-9
log_slope = abs(np.log(intensity(edge + h, orders))
                - np.log(intensity(edge - h, orders))) / (2 * h)
assert abs(log_slope - 16 / period) < 1e-6
normalized_slope = log_slope * period / 2

# Clear fraction above which the contrast really falls below one
threshold = brentq(lambda d: np.sin(np.pi * d) / (np.pi * d) - 0.5, 0.3, 0.9)
for d in (0.3, 0.55, threshold - 0.005):
    high, low, _ = image_extrema(passed_orders(d))
    assert low < 1e-12 and abs(michelson(high, low) - 1) < 1e-11
for d in (threshold + 0.005, 0.65, 0.70):
    high, low, _ = image_extrema(passed_orders(d))
    a0, a1 = d, np.sin(np.pi * d) / np.pi
    wide_contrast = michelson(high, low)
    assert low > 1e-6 and wide_contrast < 1 - 1e-6
    assert abs(wide_contrast - 4*a0*a1 / (a0**2 + 4*a1**2)) < 1e-7
wide_fraction, wide_max, wide_min = d, high, low
wide_orders = passed_orders(wide_fraction)

print(f"wavelength: {wavelength:.0f} nm")
print(f"period: {period:.0f} nm")
print(f"numerical aperture: {aperture:.2f}")
print(f"sine of first-order angle: {wavelength / period:.3f}")
print(f"sine limit for third order, 3*lambda/p: {3*wavelength/period:.3f}")
print(f"order 0 amplitude: {orders[0].real:.6f}")
print(f"order +1 amplitude: {orders[1].real:.6f}")
print(f"order -1 amplitude: {orders[-1].real:.6f}")
print(f"mean intensity: {profile.mean():.5f} (clear field = 1)")
print(f"coefficient of cos(t): {2*np.mean(profile*np.cos(t)):.5f}")
print(f"coefficient of cos(2t): {2*np.mean(profile*np.cos(2*t)):.5f}")
print(f"largest profile deviation from formula: {profile_error:.1e}")
print(f"field at space centre: {field(0.0, orders).real:.5f}")
print(f"field at line centre: {field(period/2, orders).real:.5f}")
print(f"intensity at space centre (maximum): {i_max:.5f}")
print(f"intensity at x = 50 nm: {intensity(50.0, orders):.5f}")
print(f"intensity at nominal edge x = {edge:.0f} nm: {i_edge:.5f}")
print(f"intensity at line centre: {i_line:.5f}")
print(f"minimum intensity below 1e-12: {bool(i_min < 1e-12)}")
print(f"zeros per period: {zero_count}")
print(f"distance of zeros from line centre: {zero_offset:.2f} nm")
print(f"first zero position x: {period/2 - zero_offset:.2f} nm")
print(f"second zero position x: {period/2 + zero_offset:.2f} nm")
print(f"Michelson contrast: {contrast:.6f}")
print(f"centre-to-centre contrast: {centre_contrast:.5f}")
print(f"log-slope at edge: {log_slope:.5f} per nm")
print(f"normalized log-slope (times line width): {normalized_slope:.3f}")
print(f"threshold clear fraction: {threshold:.5f}")
print(f"wide-space example, clear fraction: {wide_fraction:.2f}")
print(f"wide-space order 0 amplitude: {wide_orders[0].real:.5f}")
print(f"wide-space order 1 amplitude: {wide_orders[1].real:.5f}")
print(f"wide-space maximum intensity: {wide_max:.5f}")
print(f"wide-space minimum intensity: {wide_min:.5f}")
print(f"wide-space Michelson contrast: {wide_contrast:.5f}")
print("success")
```

Output:

```
wavelength: 200 nm
period: 400 nm
numerical aperture: 0.70
sine of first-order angle: 0.500
sine limit for third order, 3*lambda/p: 1.500
order 0 amplitude: 0.500000
order +1 amplitude: 0.318310
order -1 amplitude: 0.318310
mean intensity: 0.45264 (clear field = 1)
coefficient of cos(t): 0.63662
coefficient of cos(2t): 0.20264
largest profile deviation from formula: 1.4e-07
field at space centre: 1.13662
field at line centre: -0.13662
intensity at space centre (maximum): 1.29190
intensity at x = 50 nm: 0.90280
intensity at nominal edge x = 100 nm: 0.25000
intensity at line centre: 0.01866
minimum intensity below 1e-12: True
zeros per period: 2
distance of zeros from line centre: 42.49 nm
first zero position x: 157.51 nm
second zero position x: 242.49 nm
Michelson contrast: 1.000000
centre-to-centre contrast: 0.97152
log-slope at edge: 0.04000 per nm
normalized log-slope (times line width): 8.000
threshold clear fraction: 0.60335
wide-space example, clear fraction: 0.70
wide-space order 0 amplitude: 0.70000
wide-space order 1 amplitude: 0.25752
wide-space maximum intensity: 1.47631
wide-space minimum intensity: 0.03421
wide-space Michelson contrast: 0.95470
success
```
